Setting the scale of liquid scattering data with g(0) = 0

**Question**

I have scattering intensities from a one-component liquid, corrected for everything except an unknown overall factor k:

I(Q) = k [f²(Q) S(Q) + C(Q)].

The form factor f, the incoherent intensity per atom C and the number density ρ are known. I was going to choose k so that S → 1 at large Q, but S still oscillates where my data are good.

I have been told that g(0) = 0 is enough to fix k, through the Krogh-Moe-Norman integral, and that the same condition makes G(r) start with slope −4πρ. I can't see how the value of g at a single point, where there are no atoms, can calibrate a whole data set. When I tried an integral of Q²[S(Q) − 1] on a hard-sphere model, it kept oscillating as I raised the upper limit. And if I do get k this way, is the slope of G(r) an independent check? A derivation and a test on synthetic data with a hidden k would help.

**Answer**

The value of g at one point is an integral over all Q, which is why it can calibrate a whole data set. The initial slope is the same condition in another form, so it is not an independent check. The line farther out, still inside the empty core, is a nearly independent check of the density you supplied, though only a weak check of k, provided the feature that a scale error produces near the origin has died away there.

**From S(Q) to G(r)**

For a homogeneous, isotropic liquid, with the forward beam excluded,

S(Q) − 1 = ρ ∫ [g(r) − 1] exp(−i**Q·r**) d³r.

The average of the exponential over the directions of **r** is sin(Qr)/(Qr), and the volume element is 4πr² dr. Hence

S(Q) − 1 = 4πρ ∫₀^∞ r² [g(r) − 1] sin(Qr)/(Qr) dr.

Define G(r) = 4πρ r [g(r) − 1] and multiply by Q:

Q [S(Q) − 1] = ∫₀^∞ G(r) sin(Qr) dr.

To invert this, multiply by sin(Qr′), integrate over Q, and use, for positive r and r′,

∫₀^∞ sin(Qr) sin(Qr′) dQ = (π/2) δ(r − r′).

The right side becomes (π/2) G(r′). Renaming r′ as r gives

G(r) = (2/π) ∫₀^∞ Q [S(Q) − 1] sin(Qr) dQ.

**The slope and the integral**

Divide by r:

4πρ [g(r) − 1] = (2/π) ∫₀^∞ Q [S(Q) − 1] [sin(Qr)/r] dQ.

As r → 0, sin(Qr)/r → Q. Since |sin(Qr)/r| ≤ Q, the limit may be taken under the integral if Q²|S − 1| is integrable. Then

4πρ [g(0) − 1] = (2/π) ∫₀^∞ Q² [S(Q) − 1] dQ.

Both sides are the initial slope of G. Two atoms that repel without limit at short distance cannot coincide, so in a classical liquid g(0) = 0. The left side is then −4πρ, and multiplying by π/2 gives the Krogh-Moe-Norman condition:

∫₀^∞ Q² [S(Q) − 1] dQ = −2π²ρ.

G compares the actual density around an atom with the mean density. Where there are no neighbours, the comparison leaves minus the mean density, and hence the negative slope.

The condition g(0) = 0 gives the slope at the origin. If g vanishes throughout a core, r < σ, the definition of G gives more:

G(r) = −4πρ r for r < σ.

If particles can overlap, the integral is 2π²ρ[g(0) − 1] instead. For a penetrable test fluid with ρ = 0.05 Å⁻³ and g(0) = 0.40, the numerical integral is −0.592 Å⁻³, as this expression requires, whereas −2π²ρ = −0.987 Å⁻³.

**Why your hard-sphere integral kept oscillating**

Hard spheres violate the integrability condition used above. Their g jumps from 0 to a contact value g_c at r = σ. Write u(r) = r[g(r) − 1], so that

S(Q) − 1 = (4πρ/Q) ∫₀^∞ u(r) sin(Qr) dr.

Integrate by parts separately below and above σ. The boundary terms at σ are −u(σ⁻) cos(Qσ)/Q and +u(σ⁺) cos(Qσ)/Q. There is none at r = 0, because u(0) = 0, and none at infinity, because correlations decay. The jump of u is σg_c, so if g is smooth enough elsewhere, at large Q

Q² [S(Q) − 1] ≈ 4πρσ g_c cos(Qσ).

This does not decay. Its integral up to Qmax contributes 4πρg_c sin(Qmax σ), which never settles.

The cure is a smooth window, W(Q) = exp(−γQ²). Its effect can be calculated. Since d³Q = 4πQ² dQ for an isotropic integrand,

∫₀^∞ Q² W [S − 1] dQ = (1/4π) ∫ W [S − 1] d³Q.

Insert the definition of S − 1 and do the Q integral first. It is a product of three one-dimensional Gaussian integrals:

∫ exp(−γQ²) exp(−i**Q·r**) d³Q = (π/γ)^(3/2) exp(−r²/4γ) = (2π)³ w(r),

w(r) = (4πγ)^(−3/2) exp(−r²/4γ).

The prefactor is (1/4π)(2π)³ρ = 2π²ρ, so

∫₀^∞ Q² W [S − 1] dQ = 2π²ρ ∫ [g(r) − 1] w(r) d³r.

The window replaces g(0) by an average of g over a small Gaussian region around the origin. Because w integrates to 1 and g = 0 inside the core, the right side equals

−2π²ρ + 2π²ρ ∫_{r>σ} g(r) w(r) d³r.

The second term is the leakage from outside the core. Its leading exponential is exp(−σ²/4γ), so it is negligible when 2√γ is much smaller than σ, and it vanishes as γ → 0.

This also fixes the constant about which the sharp integral oscillates. The windowed integral of cos(Qσ) is ½(π/γ)^(1/2) exp(−σ²/4γ), which vanishes as γ → 0. The cosine therefore contributes nothing to the limit −2π²ρ, and

∫₀^Qmax Q² [S − 1] dQ → −2π²ρ + 4πρ g_c sin(Qmax σ)

at large Qmax, up to terms that decay.

**Solving for the scale**

From your expression for I,

S − 1 = I/(k f²) − C/f² − 1.

Multiply by Q²W, integrate over the measured range and impose the condition:

(1/k) ∫ Q² W I/f² dQ − ∫ Q² W (1 + C/f²) dQ = −2π²ρ.

Call the first integral N, without its factor 1/k, and define

D = ∫ Q² W (1 + C/f²) dQ − 2π²ρ.

Then N/k = D, or

k = N/D.

Stopping at Qmax is harmless if W(Qmax) = exp(−γQmax²) is small enough, but γ must also stay small enough that the leakage exp(−σ²/4γ) is negligible. The product of the two exponents, γQmax² and σ²/4γ, is (Qmax σ/2)², so both can be large only when Qmax σ is large. With a short data range, a window that removes the cutoff lets in the leakage. To see the error, let J be the value that the integral of Q²W[S − 1] really takes over your range, with the true S. The data then give N = k[J + D + 2π²ρ], so

k_recovered/k = 1 + (J + 2π²ρ)/D.

An error in the sum rule is thus divided by D, which can be large compared with 2π²ρ. The lower end of the range matters too. If the data start at Qmin > 0, and S ≈ S(0) and W ≈ 1 below it, the omitted part of the integral is −[1 − S(0)]Qmin³/3. Then J + 2π²ρ ≈ [1 − S(0)]Qmin³/3 and k comes out too large, unless S is extrapolated to Q = 0 and that part restored. The synthetic data below start at Q = 0 and do not test this.

The method does rely on the intensity model. If a background B(Q) is left in the data, N gains ∫Q²WB/f² dQ and k is shifted by that amount divided by D.

**A synthetic experiment**

I use ångströms, the natural length here. The liquid is a hard-sphere fluid in the Percus–Yevick approximation, with ρ = 0.05 Å⁻³ and σ = 2.5 Å. The packing fraction is η = πρσ³/6 = 0.409. I take the known solution of this model for the direct correlation function, with x = r/σ:

c(r) = −[λ₁ + 6ηλ₂x + ½ηλ₁x³] for x < 1, and 0 outside,

λ₁ = (1 + 2η)²/(1 − η)⁴, λ₂ = −(1 + η/2)²/(1 − η)⁴.

Its Fourier transform c(Q) gives S(Q) = 1/[1 − ρc(Q)]. No g(r) is inserted, so the sum rule and the straight line in G can fail if something is wrong.

The scattering model has round parameters and represents no particular element:

f(Q) = Z/[1 + (Q/Q₀)²], C(Q) = Z − f²/Z, Z = 20, Q₀ = 8 Å⁻¹.

The data run from 0 to 20 Å⁻¹ in steps of 0.05 Å⁻¹. With γ = 0.03 Å², W(Qmax) = 6.1 × 10⁻⁶ and 2√γ = 0.346 Å, well below σ.

The windowed integral of the model S is −0.98697 Å⁻³, against −2π²ρ = −0.98696 Å⁻³. Without the window, the integral to 20 Å⁻¹ is −1.670 Å⁻³. The predicted oscillation has amplitude 4πρg_c = 2.167 Å⁻³, using g_c = (1 + η/2)/(1 − η)² = 3.449. Between 150 and 200 Å⁻¹ the asymptotic formula follows the running integral to within 0.016 Å⁻³.

Next, a random generator picks k and produces Poisson counts with mean k(f²S + C). The recovery uses the counts, f², C and ρ. It finds

N = 7289.6 counts Å⁻³, D = 95.28 Å⁻³,

k = 7289.6/95.28 = 76.51 counts.

The hidden value was 76.52 counts. From noise-free intensities the relative error is −9 × 10⁻⁸.

The statistical uncertainty follows from the linearity of k in the data. On the grid, k = Σ aᵢIᵢ with aᵢ = ΔQᵢQᵢ²Wᵢ/(fᵢ²D), where ΔQᵢ is the integration weight. Independent Poisson counts have variance equal to their mean, estimated by the count itself, so

var k = Σ aᵢ² Iᵢ.

This gives a standard error of 0.051 counts, or 0.07 % of k. The recovered value is 0.3 standard errors below the hidden one. Over 4000 repetitions the scatter is 0.0505 counts, against a predicted 0.0512.

How much does the density term matter? Dropping 2π²ρ from D makes k too small by 1.03 %, about 15 standard errors.

A sharp cutoff at 20 Å⁻¹ does less harm to k than to the integral. The sum rule is missed by −1.670 + 0.987 = −0.683 Å⁻³, but without a window D is at least Qmax³/3 − 2π²ρ, because C/f² ≥ 0. The resulting error of k is −0.012 %. In this example noise is the greater cost: the standard error rises to 0.125 counts, since the poorly measured high-Q points now carry full weight.

**What a wrong scale does to G(r)**

Suppose you use k′ = (1 + ε)k. The structure factor you extract is

S′ = [(f²S + C)/(1 + ε) − C]/f² = S/(1 + ε) − [ε/(1 + ε)] C/f².

Subtracting S gives

S′ − S = −[ε/(1 + ε)] (S + C/f²).

The initial slope of the windowed G is (2/π)∫Q²W[S′ − 1]dQ. To find its change, we need

∫ Q² W (S + C/f²) dQ = ∫ Q² W (S − 1) dQ + ∫ Q² W (1 + C/f²) dQ.

The first term on the right is −2π²ρ, so the sum is D. Therefore

initial slope = −4πρ − (2/π) [ε/(1 + ε)] D.

For a scale 1 % too large, the second term is −0.6366 × 0.00990 × 95.28 = −0.601 Å⁻³. The slope changes from −0.628 to −1.229 Å⁻³: it nearly doubles. This is the sensitivity that makes the calibration work.

Farther out the effect is quite different. Subtract 1 from S′ and regroup:

S′ − 1 = (S − 1)/(1 + ε) − [ε/(1 + ε)] (1 + C/f²).

In this model

1 + C/f² = 1 + (1/Z) {[1 + (Q/Q₀)²]² − 1},

which is a polynomial in Q². Its three-dimensional Fourier transform with the window is a polynomial in r² times exp(−r²/4γ), because each factor Q² becomes −∇² acting on the Gaussian. The second term therefore makes a narrow feature at the origin. At r = 1.2 Å the exponential is exp(−1.44/0.12) = exp(−12), about 6 × 10⁻⁶. What remains is the first term. The windowed G/r is (2/π)∫Q²W[S − 1] sin(Qr)/(Qr) dQ = (1/2π²)∫W[S − 1] exp(i**Q·r**) d³Q, and the same Gaussian integral as before turns this into 4πρ∫[g(r′) − 1] w(|**r** − **r**′|) d³r′. This is −4πρ when r lies several times 2√γ inside the core, so the first term gives G/r ≈ −4πρ/(1 + ε).

The computed values of the windowed G, in Å⁻², show both regions:

r = 0.3 Å: −0.1885 with the right k, −0.2664 with k 1 % high
r = 0.6 Å: −0.3770 and −0.3876
r = 0.9 Å: −0.5655 and −0.5604
r = 1.2 Å: −0.7540 and −0.7465

With the right k, all four values lie on −4πρr to the digits shown. With the wrong k, G/r at 1.2 Å is −0.6221 Å⁻³, which is −0.6283/1.01.

**Is the slope an independent check?**

Not at the origin. The recovery chooses k so that the windowed integral is −2π²ρ_in, where ρ_in is the density you supplied. Multiplying by 2/π shows that the initial slope must be −4πρ_in, whether ρ_in is right or wrong.

Suppose you supply 0.055 Å⁻³ instead of 0.050 Å⁻³. D falls by 2π² × 0.005 = 0.0987 Å⁻³, and k rises by 0.104 %. The initial slope becomes −0.691 Å⁻³, in agreement with the wrong density. At 1.2 Å, however, G/r = −0.6277 Å⁻³, and dividing by −4π gives 0.04995 Å⁻³. The line outside the narrow feature still reports nearly the true density and exposes the wrong input.

This works because the density error moves k only by 2π²(ρ_in − ρ)/D in relative terms, which is small when D is much larger than 2π²ρ. In this model the feature at the origin has range 2√γ because 1 + C/f² is a polynomial in Q²; other form factors can give a different shape and range. With real data, compute the windowed transform of 1 + C/f² for your own f and C, and choose r where it has died away, but several times 2√γ below σ, so that the smeared edge of the core does not reach it. Then estimate

ρ = −G(r)/(4πr).

For the single noisy data set above, this gives 0.0505 ± 0.0003 Å⁻³ at r = 1.2 Å, where the uncertainty is the standard error found from the repetitions. The estimate is 1.8 standard errors above the true value. A scale error changes this estimate only in proportion: 1 % in k gives about 1 % in ρ. The check is therefore useful against an input density that is wrong by several times this standard error, but weak as a test of k itself. It is also noisier than the scale: its standard error is 0.6 % of ρ, against 0.07 % of k.

The program and its output give the numerical checks behind these figures.

Numbers as computed

```
density rho = 0.050 A^-3; core sigma = 2.50 A
packing fraction = 0.4091; contact g = 3.4493
gamma = 0.030 A^2; 2 sqrt(gamma) = 0.3464 A
Q max = 20.0 A^-1; step = 0.050 A^-1; points = 401
window at Q max = 6.14e-06
Z = 20; Q0 = 8.0 A^-1
penetrable fluid: g(0) = 0.40, range b = 1.50 A
  integral = -0.592176 A^-3
  2 pi^2 rho (g(0)-1) = -0.592176 A^-3
hard spheres: windowed integral = -0.986969 A^-3
  -2 pi^2 rho = -0.986960 A^-3
  sharp integral to Q max = -1.6698 A^-3
  asymptotic oscillation amplitude = 2.1673 A^-3
  largest misfit, Q 150-200 A^-1 = 0.0152 A^-3
Q (A^-1), S, f^2, C, noisy counts:
   1.0 0.0603 387.787 0.611 1723
   3.0 1.3599 307.450 4.628 32373
  10.0 1.0540 60.916 16.954 6093
  20.0 1.0129 7.610 19.620 2022
numerator, noisy data = 7289.601 counts A^-3
denominator D = 95.2815 A^-3
hidden k = 76.5212 counts
k from noise-free data = 76.5212 counts
  relative error = -8.87e-08
k from noisy data = 76.5060 counts
  predicted standard error = 0.0512 counts
  deviation / standard error = -0.297
repetitions = 4000; mean k = 76.5220 counts
  scatter seen = 0.0505 counts
  scatter predicted = 0.0512 counts
k without density term = 75.7367 counts
  relative error = -1.025 %
sharp cutoff: relative k error = -0.0116 %
  its standard error = 0.1248 counts
r (A), -4 pi rho r, G right k, G with k 1% high (A^-2):
  0.3 -0.18850 -0.18850 -0.26636
  0.6 -0.37699 -0.37699 -0.38757
  0.9 -0.56549 -0.56549 -0.56042
  1.2 -0.75398 -0.75398 -0.74652
-4 pi rho = -0.62832 A^-3
k 1% high: initial slope = -1.2289 A^-3
  predicted initial slope = -1.2289 A^-3
  G/r at 1.2 A = -0.62210 A^-3
input density 0.055 A^-3: k = 76.6005 counts
  relative k error = 0.1037 %
  initial slope = -0.69115 A^-3
  G/r at 1.2 A = -0.62767 A^-3
density from noisy G at 1.2 A = 0.05054 A^-3
  standard error from repetitions = 0.00030 A^-3
```
